# Dropping equation-of-motion operators in relativistic corrections to bound-state energies: a program that tests the result

```python
# Field redefinitions and equation-of-motion (EOM) operators; Hartree units, m=1, eps=1/c^2.
# H0=p^2/2+V, W=E-H0. Kernel M=W-eps*U+eps*{O,W} has the spectrum of H0+eps*U+eps^2*H2+...,
# H2=[O,[O,H0]]/2-{O,U}. Form A: M=W+eps*(s.p)(E-V)(s.p)/4, O=p^2/8, versus form B:
# H0+eps*U, U=-p^4/8+lap(V)/8+s.(gradV x p)/4. Darwin pair: local L, U=lap(V)/8, versus
# global G, p.Vp/4-V(E-V)/2, O=V/4. kappa = Dirac quantum number, s.L=-(kappa+1), u=r*R(r).
import numpy as np, sympy as sp, mpmath as mp
from scipy.constants import alpha, physical_constants
from scipy.linalg import eigh
from scipy.special import spherical_jn as jn
from scipy.optimize import brentq
from scipy.integrate import quad
eps0 = alpha**2
eV = physical_constants['Hartree energy in eV'][0]
print(f"c = {1/alpha:.6f} au, eps = {eps0:.6e}, 1 Eh = {eV:.6f} eV")

# ---- algebra of the redefinition, noncommuting symbols
O, H, U = sp.symbols('O H U', commutative=False)
e, E = sp.symbols('e E')
W = E - H
H2 = (O*(O*H - H*O) - (O*H - H*O)*O)/2 - (O*U + U*O)
new = sp.expand((1 - e*O)*(W - e*U + e*(O*W + W*O))*(1 - e*O))
assert sp.expand(new.coeff(e, 1) + U) == 0
assert sp.expand(new.coeff(e, 2) + sp.Rational(3, 2)*(O*O*W + W*O*O) + H2) == 0
Rm = 1 - e*O + sp.Rational(3, 2)*e**2*O*O
one = sp.expand(Rm*(1 + 2*e*O)*Rm)
assert one.coeff(e, 1) == 0 and one.coeff(e, 2) == 0
hc = sp.expand(Rm*(H + e*U + e*(O*H + H*O))*Rm)
assert sp.expand(hc.coeff(e, 1) - U) == 0 and sp.expand(hc.coeff(e, 2) - H2) == 0

# ---- (s.p)V(s.p) identity on an arbitrary spinor
X = sp.symbols('x y z')
Vf = sp.Function('V')(*X)
chi = sp.Matrix([sp.Function('f')(*X), sp.Function('g')(*X)])
sig = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]), sp.Matrix([[1, 0], [0, -1]])]
Z2 = sp.zeros(2, 1)
sdp = lambda s: sum((sig[i]*(-sp.I*s.diff(X[i])) for i in range(3)), Z2)
psq = lambda s: sum((-s.diff(X[i]).diff(X[i]) for i in range(3)), Z2)
lapV = sum(Vf.diff(x, 2) for x in X)
so = sum((sp.LeviCivita(i, j, k)*Vf.diff(X[j])*sig[i]*(-sp.I*chi.diff(X[k]))
          for i in range(3) for j in range(3) for k in range(3)), Z2)
sym = (psq(Vf*chi) + Vf*psq(chi))/2 + lapV*chi/2
assert (sdp(Vf*sdp(chi)) - sym - so).expand() == Z2
assert (sum((-(Vf*chi.diff(x)).diff(x) for x in X), Z2) - sym).expand() == Z2

# ---- point Coulomb potential, exact integrals; u = P(r) exp(-Z r/n)
Z = 10
r, x = sp.symbols('r x', positive=True)
print(f"Coulomb Z = {Z}; coefficients of eps in Eh")
for name, n, l, ka in [('1s', 1, 0, -1), ('2s', 2, 0, -1), ('2p1/2', 2, 1, 1), ('2p3/2', 2, 1, -2)]:
    b = sp.Rational(Z, n)
    def integ(q):
        tot = 0
        for t in sp.Add.make_args(sp.expand(q)):
            cf, k = t.as_coeff_exponent(r)
            assert k >= 0
            tot += cf*sp.factorial(k)/(2*b)**(k + 1)
        return tot
    d = lambda q: sp.expand(sp.diff(q, r) - b*q)
    P = sp.expand(r**(l + 1)*sp.expand_func(sp.assoc_laguerre(n - l - 1, 2*l + 1, 2*b*r)))
    N = integ(P*P); V = -Z/r
    p2 = sp.expand(-d(d(P)) + l*(l + 1)*P/r**2)
    En = integ(P*p2/2 + V*P*P)/N
    assert sp.expand(p2/2 + (V - En)*P) == 0
    D = sp.expand(d(P) + ka*P/r)
    A = -integ((En - V)*D*D)/(4*N)
    mv = -integ(p2*p2)/(8*N)
    dar = Z*sp.expand(P/r).subs(r, 0)**2/(8*N)
    sorb = -(ka + 1)*Z*integ(P*P/r**3)/(4*N) if l > 0 else 0
    g1 = integ(V*(sp.expand(d(P) - P/r)**2 + l*(l + 1)*P*P/r**2))/(4*N)
    g2 = -integ(V*(En - V)*P*P)/(2*N)
    som = (1 + Z**2*x/(n - abs(ka) + sp.sqrt(ka**2 - Z**2*x))**2)**sp.Rational(-1, 2)
    dirac1 = sp.simplify(sp.diff(som, x, 2).subs(x, 0)/2)
    assert A == mv + dar + sorb and sp.simplify(A - dirac1) == 0 and g1 + g2 == dar
    exact = float((sp.N(som.subs(x, sp.Float(eps0, 30)), 30) - 1)/eps0 - En)
    print(f"{name}: E0={float(En):.3f} p4={float(mv):.3f} Darwin={float(dar):.3f} SO={float(sorb):.3f} A=B={float(A):.3f}")
    print(f"  pVp/4={float(g1):.3f} -V(E-V)/2={float(g2):.3f} Darwin shift={float(dar)*eps0:.6f} Eh")
    print(f"  shift={float(A)*eps0:.6f} Eh = {float(A)*eps0*eV:.5f} eV; full Dirac {exact:.6f} Eh")

# ---- non-eigenstate: best single Gaussian, u = r exp(-a r^2)
a = 8*Z**2/(9*np.pi)
I = lambda f: quad(lambda s: f(s)*np.exp(-2*a*s*s), 0, 2, epsabs=1e-14, epsrel=1e-12, limit=200)[0]
kin2 = lambda s: 6*a*s - 4*a*a*s**3          # -u'' without the exponential
Ng = I(lambda s: s*s)
Et = I(lambda s: s*kin2(s)/2 - Z*s)/Ng
assert abs(Et + 4*Z**2/(3*np.pi)) < 1e-8
loc = Z/(8*Ng)
glo = I(lambda s: -Z*a*a*s**3 + Z*(Et*s + Z)/2)/Ng
eom = I(lambda s: -Z/2*(Et*s + Z - kin2(s)/2))/Ng
assert abs(loc - glo - eom) < 1e-7*abs(glo) and abs(loc - glo) > 0.1*abs(glo)
print(f"Gaussian trial: exponent={a:.4f} bohr^-2 E={Et:.4f} Eh")
print(f"  Darwin local={loc:.2f} global={glo:.2f} <{{V/4,E-H0}}>={eom:.2f} Eh")
# soft core -Z/sqrt(r^2+s^2): <|gradV|^2> in the 1s density grows as 3 pi Z^5/(4 s)
for zs in (1e-3, 1e-4):
    val = 4*Z**6/zs*mp.quad(lambda t: t**4/(t*t + 1)**3*mp.exp(-2*zs*t), [0] + [10**k for k in range(7)])
    ratio = float(val/(3*mp.pi*Z**6/(4*zs)))
    assert abs(ratio - 1) < 60*zs            # relative correction ~ Z s log(Z s)
    print(f"soft core {zs/Z:.0e} bohr: <|gradV|^2>={float(val):.4e} au, ratio to asymptote {ratio:.4f}")

# ---- Gaussian well in a spherical-Bessel basis
V0, Rb, nb = 20.0, 10.0, 120
t, w = np.polynomial.legendre.leggauss(800)
rr, w = Rb*(t + 1)/2, Rb*w/2
Vr = -V0*np.exp(-rr**2); dV = -2*rr*Vr; lap = (4*rr**2 - 6)*Vr
print(f"Gaussian well V0={V0} Eh, width 1 bohr, box {Rb} bohr, {nb} functions")
def low(K, S=None, i=0):
    S = np.eye(len(K)) if S is None else S
    v = eigh(K, S)[1][:, i]
    return v@K@v/(v@S@v), v                  # Rayleigh quotient suppresses round-off
rich = lambda f: 2*f(eps0/2) - f(eps0)       # removes the next order in eps
for name, l, ka in [('s1/2', 0, -1), ('p1/2', 1, 1), ('p3/2', 1, -2)]:
    m = np.arange(1, nb + 1)
    z = m*np.pi if l == 0 else np.array([brentq(lambda s: jn(1, s), q*np.pi, (q + .5)*np.pi, xtol=1e-14) for q in m])
    k = z/Rb; kr = np.outer(k, rr)
    nrm = (np.sqrt(2/Rb**3)/abs(jn(l + 1, z)))[:, None]
    u = nrm*rr*jn(l, kr)
    du = nrm*(jn(l, kr) + kr*jn(l, kr, derivative=True))
    mat = lambda f, y: (y*(w*f))@y.T
    Du = du + ka*u/rr
    Id = np.eye(nb); P2 = np.diag(k**2)
    assert abs(mat(1.0, u) - Id).max() < 1e-10 and abs(mat(1.0, Du) - P2).max() < 1e-7
    Vm = mat(Vr, u); H0 = P2/2 + Vm
    sVs = mat(Vr, Du)
    pVp = mat(Vr, du - u/rr) + l*(l + 1)*mat(Vr/rr**2, u)
    Dar = mat(lap, u)/8; SO = -(ka + 1)*mat(dV/rr, u)/4; V2 = mat(Vr**2, u)
    UB = -P2@P2/8 + Dar + SO
    E0, f0 = low(H0); ev = lambda Mx: f0@Mx@f0
    assert E0 < -2
    sA = lambda q: low(H0 + q*sVs/4, Id + q*P2/4)
    sB = lambda q: low(H0 + q*UB)
    EG = lambda q: low(H0 + q*(pVp/4 + V2/2), Id + q*Vm/2)[0]
    EL = lambda q: low(H0 + q*Dar)[0]
    Epure = lambda q: low(H0 + q*(Vm@H0 + H0@Vm)/4, Id + q*Vm/2)[0]
    def sD(q):
        c = q**-0.5
        return low(np.block([[Vm, c*np.diag(k)], [c*np.diag(k), sVs/np.outer(k, k) - 2*c*c*Id]]), None, nb)
    A1 = -(E0*ev(P2) - ev(sVs))/4; B1 = ev(UB)
    G1 = ev(pVp)/4 - (E0*ev(Vm) - ev(V2))/2; L1 = ev(Dar)
    assert abs(A1 - B1) < 1e-8 and abs(G1 - L1) < 1e-8
    D1 = rich(lambda q: (sD(q)[0] - E0)/q)
    assert abs(D1 - B1) < 1e-3
    Om = P2/8; cm = Om@Vm - Vm@Om
    pred = [ev((Om@cm - cm@Om)/2 - Om@UB - UB@Om), ev(mat(-dV**2/32 - Vr*lap/16, u)), ev(mat(-dV**2/32, u))]
    num = [rich(lambda q: (sA(q)[0] - sB(q)[0])/q**2), rich(lambda q: (EG(q) - EL(q))/q**2),
           rich(lambda q: (Epure(q) - E0)/q**2)]
    for p_, n_ in zip(pred, num):
        assert abs(p_) > 0.5 and abs(p_ - n_) < 1e-3*abs(p_) + 1e-3
    def wf(q):
        ps, ph = sA(q)[1], sB(q)[1]
        ps = ps*np.sign(ps@ph)
        return np.linalg.norm(ps - ph), np.linalg.norm(ps - (ph - q*Om@ph)), 1 - ps@ps
    d1, d2, deficit = wf(eps0)
    assert abs(d1/(eps0*np.linalg.norm(Om@f0)) - 1) < 0.01
    assert abs(d2/wf(eps0/2)[1] - 4) < 0.1
    small = np.sum(sD(eps0)[1][nb:]**2); pn = eps0*ev(P2)/4
    assert abs(deficit/pn - 1) < 0.01 and abs(small/pn - 1) < 0.01
    print(f"{name}: E0={E0:.8f} Eh <p^2>={ev(P2):.6f} <V>={ev(Vm):.6f} <V^2>={ev(V2):.5f} au")
    print(f"  p4={-ev(P2@P2)/8:.6f} Darwin={L1:.6f} SO={ev(SO):.6f} B1={B1:.6f} Eh")
    print(f"  A1={A1:.6f} Dirac1={D1:.5f} pVp/4={ev(pVp)/4:.6f} G1={G1:.6f} Eh")
    print(f"  eps*B1={eps0*B1:.6e} Eh = {eps0*B1*eV*1e3:.4f} meV")
    print(f"  E-E0: A={sA(eps0)[0]-E0:.6e} B={sB(eps0)[0]-E0:.6e} Dirac={sD(eps0)[0]-E0:.6e} Eh")
    print(f"  E-E0: G={EG(eps0)-E0:.6e} L={EL(eps0)-E0:.6e} pureEOM={Epure(eps0)-E0:.3e} Eh")
    print(f"  eps^2 coeff predicted: A-B={pred[0]:.3f} G-L={pred[1]:.3f} pure={pred[2]:.3f} Eh")
    print(f"  eps^2 coeff numerical: A-B={num[0]:.3f} G-L={num[1]:.3f} pure={num[2]:.3f} Eh")
    print(f"  |psiA-phiB|={d1:.3e}, after redefinition {d2:.3e}")
    print(f"  norm deficit={deficit:.5e} small comp={small:.5e} eps<p^2>/4={pn:.5e}")
print("PASS")
```

Running it gives:

```
c = 137.035999 au, eps = 5.325135e-05, 1 Eh = 27.211386 eV
Coulomb Z = 10; coefficients of eps in Eh
1s: E0=-50.000 p4=-6250.000 Darwin=5000.000 SO=0.000 A=B=-1250.000
  pVp/4=-2500.000 -V(E-V)/2=7500.000 Darwin shift=0.266257 Eh
  shift=-0.066564 Eh = -1.81130 eV; full Dirac -0.066742 Eh
2s: E0=-12.500 p4=-1015.625 Darwin=625.000 SO=0.000 A=B=-390.625
  pVp/4=-468.750 -V(E-V)/2=1093.750 Darwin shift=0.033282 Eh
  shift=-0.020801 Eh = -0.56603 eV; full Dirac -0.020860 Eh
2p1/2: E0=-12.500 p4=-182.292 Darwin=0.000 SO=-208.333 A=B=-390.625
  pVp/4=-260.417 -V(E-V)/2=260.417 Darwin shift=0.000000 Eh
  shift=-0.020801 Eh = -0.56603 eV; full Dirac -0.020860 Eh
2p3/2: E0=-12.500 p4=-182.292 Darwin=0.000 SO=104.167 A=B=-78.125
  pVp/4=-260.417 -V(E-V)/2=260.417 Darwin shift=0.000000 Eh
  shift=-0.004160 Eh = -0.11321 eV; full Dirac -0.004163 Eh
Gaussian trial: exponent=28.2942 bohr^-2 E=-42.4413 Eh
  Darwin local=1200.84 global=2656.73 <{V/4,E-H0}>=-1455.89 Eh
soft core 1e-04 bohr: <|gradV|^2>=2.3091e+09 au, ratio to asymptote 0.9800
soft core 1e-05 bohr: <|gradV|^2>=2.3496e+10 au, ratio to asymptote 0.9972
Gaussian well V0=20.0 Eh, width 1 bohr, box 10.0 bohr, 120 functions
s1/2: E0=-11.48522511 Eh <p^2>=7.504120 <V>=-15.237285 <V^2>=242.96750 au
  p4=-12.435300 Darwin=9.551934 SO=0.000000 B1=-2.883366 Eh
  A1=-2.883366 Dirac1=-2.88337 pVp/4=-24.429992 G1=9.551934 Eh
  eps*B1=-1.535432e-04 Eh = -4.1781 meV
  E-E0: A=-1.535743e-04 B=-1.536622e-04 Dirac=-1.535353e-04 Eh
  E-E0: G=5.088542e-04 L=5.086498e-04 pureEOM=-1.802e-08 Eh
  eps^2 coeff predicted: A-B=30.979 G-L=72.066 pure=-6.349 Eh
  eps^2 coeff numerical: A-B=30.979 G-L=72.066 pure=-6.349 Eh
  |psiA-phiB|=6.642e-05, after redefinition 2.920e-08
  norm deficit=9.99018e-05 small comp=9.98937e-05 eps<p^2>/4=9.99011e-05
p1/2: E0=-6.54307419 Eh <p^2>=10.881926 <V>=-11.984037 <V^2>=158.67643 au
  p4=-22.331682 Darwin=6.267546 SO=-11.984037 B1=-28.048173 Eh
  A1=-28.048173 Dirac1=-28.04817 pVp/4=-33.864449 G1=6.267546 Eh
  eps*B1=-1.493603e-03 Eh = -40.6430 meV
  E-E0: A=-1.493633e-03 B=-1.494015e-03 Dirac=-1.493185e-03 Eh
  E-E0: G=3.338557e-04 L=3.337505e-04 pureEOM=-2.118e-08 Eh
  eps^2 coeff predicted: A-B=134.637 G-L=37.111 pure=-7.464 Eh
  eps^2 coeff numerical: A-B=134.637 G-L=37.111 pure=-7.464 Eh
  |psiA-phiB|=8.904e-05, after redefinition 8.297e-08
  norm deficit=1.44884e-04 small comp=1.44805e-04 eps<p^2>/4=1.44869e-04
p3/2: E0=-6.54307419 Eh <p^2>=10.881926 <V>=-11.984037 <V^2>=158.67643 au
  p4=-22.331682 Darwin=6.267546 SO=5.992019 B1=-10.072117 Eh
  A1=-10.072117 Dirac1=-10.07212 pVp/4=-33.864449 G1=6.267546 Eh
  eps*B1=-5.363539e-04 Eh = -14.5949 meV
  E-E0: A=-5.364273e-04 B=-5.366386e-04 Dirac=-5.363202e-04 Eh
  E-E0: G=3.338557e-04 L=3.337505e-04 pureEOM=-2.118e-08 Eh
  eps^2 coeff predicted: A-B=74.439 G-L=37.111 pure=-7.464 Eh
  eps^2 coeff numerical: A-B=74.439 G-L=37.111 pure=-7.464 Eh
  |psiA-phiB|=8.902e-05, after redefinition 6.309e-08
  norm deficit=1.44876e-04 small comp=1.44847e-04 eps<p^2>/4=1.44869e-04
PASS
```
